\section*{Kisliuk Sticking Law for a Mobile Precursor: Derivation, Limits and Use, part 2}

We seek the probability $s(c)$ that a molecule striking a surface finally chemisorbs, when a fraction $c$ of its equivalent sites is filled. The filled layer is irreversible and immobile. An incident molecule is trapped with probability $\alpha$ as a mobile precursor; precursors do not meet, and $c$ is constant during their lives. $F$ is the impingement rate (molecules per area and time) and $N_s$ the number of sites per area.

A visit is a precursor's stay at one site. Over an empty site, chemisorption, desorption and hops have rates $k_a,k_d,k_m$ and probabilities $p_a,p_d,p_m$, with $p_a=k_a/(k_a+k_d+k_m)$ and so on. Over a filled site, desorption and hops have rates $k_d',k_m'$ and probabilities $q_d,q_m$, with $q_d=k_d'/(k_d'+k_m')$.

If each arrival finds an empty site with probability $1-c$, independently of the past, the Kisliuk law holds:
\begin{equation}
\frac{s(c)}{s(0)}=\frac{1}{1+Kc/(1-c)},\quad K=\frac{q_d}{p_a+p_d},\quad s(0)=\frac{\alpha p_a}{p_a+p_d}, \label{rec}
\end{equation}
$K=1$ gives the Langmuir form $1-c$. The filling law is $Fs(0)t/N_s=(1-K)c-K\ln(1-c)$. Half the initial sticking remains at $c_{1/2}=\frac{1}{1+K}$. For fast, equal hop rates, $K\simeq\frac{k_d'}{k_a+k_d}$.

In this model a trapped molecule makes on average $\frac{1}{(1-c)(p_a+p_d)+c\,q_d}$ visits, of mean duration $1/(k_a+k_d+k_m)$ over empty and $1/(k_d'+k_m')$ over filled sites. The number of precursors per site is $\alpha F/N_s$ times their mean life. If filled sites trap with probability $\alpha'$ instead, $s$ is multiplied by $1-\left(1-\frac{\alpha'}{\alpha}\right)c\,q_m$.

For a definite layer, let $P_{ji}$ be the probability that a hop from site $j$ leads to site $i$, $f_i$ the probability that an incident molecule is trapped at $i$, $T_i$ its mean time there as a precursor, $k_i$ the sum of all rates there, and $h_i$ the hop rate there. Then
\begin{equation}
k_iT_i=f_i+\sum_j h_jT_jP_{ji},\qquad s=\sum_{i\ \mathrm{empty}}k_aT_i. \label{balance}
\end{equation}
With uniform trapping and hops to any site with equal probability, these equations give the Kisliuk law for any arrangement of the layer.

\subsection{The sign of the error caused by revisits}

Now let hops have a limited range. Let each site be filled with probability $c$, independently of the others, and let the layer stay fixed during the walk. The landing site and the direction of a hop do not depend on which sites are filled. Write $\delta_E=p_a+p_d$ and $\delta_F=q_d=K\delta_E$ for the losses per visit, both positive.

Consider one path, a sequence of sites ending at site $i$, which the path has visited $m$ times before. The molecule follows it up to its arrival at $i$ if it survives all earlier visits. Averaged over the layers, the probability of this is a product of independent factors, one for each distinct site. Let $g\ge0$ collect the geometric weight of the path and the factors of all sites other than $i$. The path then contributes
\begin{equation}
g\,(1-c)(1-\delta_E)^m\quad\text{and}\quad g\,c\,(1-\delta_F)^m
\end{equation}
to the mean numbers of visits, per trapped molecule, to empty and to filled sites. These numbers, averaged over layers, are called $n_E$ and $n_F$.

For $K<1$ we have $\delta_F<\delta_E$, hence $(1-\delta_F)^m\ge(1-\delta_E)^m$. The ratio of the filled to the empty contribution is therefore at least $c/(1-c)$ for each path, and the sum over paths keeps the inequality:
\begin{equation}
n_F\ge\frac{c}{1-c}\,n_E\qquad(K<1). \label{ineq}
\end{equation}
Each trapped molecule is lost once, so $\delta_En_E+\delta_Fn_F=1$. Inserting \eqref{ineq} gives
\begin{equation}
1\ge n_E\left[\delta_E+\delta_F\frac{c}{1-c}\right]
=n_E\,\delta_E\left[1+\frac{Kc}{1-c}\right].
\end{equation}
The layer-averaged sticking probability is $\bar s=\alpha p_an_E$, and $\alpha p_a/\delta_E=s(0)$. Therefore
\begin{equation}
\frac{\bar s(c)}{s(0)}\le\frac{1}{1+Kc/(1-c)}\qquad(K<1). \label{bound}
\end{equation}
For $K>1$ every inequality is reversed, and for $K=1$ equality holds. In words, a molecule that returns to a site has survived there before, so the site is more likely than average to be of the kind with the smaller loss.

A ring of eight sites with hops to the two neighbours allows a test by full enumeration of its 256 layers. With $p_a=0.3$, $p_d=0.1$, $c=0.5$ and $q_d=0.1$, $0.4$, $0.8$, equations \eqref{balance} give the following averages.
\begin{center}
\begin{tabular}{ccc}
$K$ & $\bar s/s(0)$ on the ring & Kisliuk law\\ \hline
0.25 & 0.760 & 0.800\\
1.00 & 0.500 & 0.500\\
2.00 & 0.356 & 0.333
\end{tabular}
\end{center}

The theorem requires independent occupation. An ordered layer can reverse the sign. On a square lattice with neighbour hops, let the filled sites form a checkerboard, $c=1/2$. Each hop then changes the kind of site, so $n_E=\tfrac12+q_mn_F$ and $n_F=\tfrac12+p_mn_E$. Subtraction gives $n_E(1+p_m)=n_F(1+q_m)$. For $K<1$ we have $q_m>p_m$, so $n_E>n_F$, and the sticking probability lies above the Kisliuk value.

\subsection{Example: the clean surface and the sticking curve}

Residual water vapour contaminates clean Si(001) before low-temperature epitaxy. Water reacts with the surface dimers and leaves H and OH on them, and roughly one molecule per dimer saturates the surface. One dimer is therefore taken as one site. The barriers below are rough round values for a weakly held precursor, neither computed nor measured. Each rate is $10^{13}\,\mathrm{s^{-1}}\,e^{-E/k_BT}$ at 300 K, where $k_BT=0.02585$ eV, and $\alpha=0.9$.
\begin{center}
\begin{tabular}{lcc}
Event & $E$ (eV) & rate (s$^{-1}$)\\ \hline
chemisorption, empty & 0.20 & $4.37\times10^{9}$\\
desorption, empty & 0.30 & $9.13\times10^{7}$\\
hop, empty & 0.15 & $3.02\times10^{10}$\\
desorption, filled & 0.25 & $6.31\times10^{8}$\\
hop, filled & 0.15 & $3.02\times10^{10}$
\end{tabular}
\end{center}
These rates give $p_a=0.1260$, $p_d=0.0026$ and $q_d=0.0205$, and so
\begin{equation}
K=\frac{0.0205}{0.1260+0.0026}=0.159,\qquad
s(0)=0.9\times\frac{0.1260}{0.1286}=0.88 .
\end{equation}
The fast-hop estimate $k_d'/(k_a+k_d)=0.142$ is 11\% below this $K$. Half of the initial sticking remains at $c_{1/2}=1/1.159=0.863$. At $c=0.5$ the ratio $s/s(0)$ is $1/1.159=0.863$ as well, against 0.5 for Langmuir adsorption. A trapped molecule then makes on average 13 visits and lives 0.41 ns; at $c=0.9$ it makes 32 visits.

With $\alpha$ held fixed, $K$ rises from 0.106 at 250 K to 0.263 at 400 K, and $s(0)$ falls from 0.89 to 0.85. The second trend follows from $s(0)=\alpha/(1+k_d/k_a)$, since $k_d/k_a=e^{-(0.10\,\mathrm{eV})/k_BT}$ grows with temperature. The first follows, in the fast-hop estimate with $k_d\ll k_a$, from $K\simeq e^{-(0.05\,\mathrm{eV})/k_BT}$.

\subsection{Example: contamination times}

In a gas of number density $p/k_BT$ the rate of impact per area is the density times the mean of the positive velocity component normal to the surface. For molecules of mass $m$,
\begin{equation}
F=\frac{p}{k_BT}\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}dv
=\frac{p}{\sqrt{2\pi mk_BT}} .
\end{equation}
For water (18 u) at $10^{-9}$ Torr and 300 K, $F=4.78\times10^{11}\,\mathrm{cm^{-2}s^{-1}}$. A surface atom of Si(001) occupies half the square of the cell edge, 0.543 nm, and a dimer occupies the full square, so $N_s=3.39\times10^{14}\,\mathrm{cm^{-2}}$. The time unit of the filling law is
\begin{equation}
\frac{N_s}{Fs(0)}=\frac{3.392\times10^{14}}{4.780\times10^{11}\times0.8816}\ \mathrm{s}=805\ \mathrm{s}.
\end{equation}
Half of the dimers are blocked after $805\,(0.841\times0.5+0.159\times0.693)\ \mathrm{s}\approx427$ s, 90\% after 904 s, and the first 1\% after 8 s. For Langmuir adsorption with the same $s(0)$, 90\% would take $805\ln10\ \mathrm{s}\approx1850$ s.

\subsection{Revisits on the dimer lattice}

Equations \eqref{balance} were solved for the example's rates on a periodic lattice of $60\times60$ dimers, averaged over 12 layers. In column A the filled sites are random and hops go to the four neighbours with equal probability. In column B the layer has instead been grown by the precursor walks themselves. In column C the layer is random, as in A, but hops run along the dimer rows only. The entries are $s/s(0)$, with standard errors of at most 0.0011.
\begin{center}
\begin{tabular}{ccccc}
$c$ & Kisliuk & A & B & C\\ \hline
0.25 & 0.950 & 0.947 & 0.947 & 0.941\\
0.50 & 0.863 & 0.855 & 0.854 & 0.836\\
0.75 & 0.677 & 0.660 & 0.655 & 0.615\\
0.90 & 0.411 & 0.391 & 0.381 & 0.337
\end{tabular}
\end{center}
Column A lies below the Kisliuk law, as \eqref{bound} requires, by 1\% at half coverage and 5\% at $c=0.9$, relative to the law. Row hopping raises the deficit at $c=0.9$ to 18\%. It makes returns more frequent: the second hop undoes the first with probability 1/2 on a row and 1/4 on the square lattice.

The grown layer is slightly clustered. At $c=0.5$ it has between 2 and 3\% more filled neighbour pairs than $c^2$ predicts. The cause can be seen from the survival per visit, 0.98 over filled and 0.87 over empty sites: for equal numbers of visits, a filled neighbour passes on more precursors than an empty one, so empty sites beside filled ones are supplied better. At $c=0.9$ this arrangement lowers the sticking probability by a further 2\%; at $c=0.25$ columns A and B differ by less than 0.001.

These deviations are easily hidden in a fit. Solving \eqref{rec} for $K$ at each entry gives an apparent value
\begin{equation}
K_{\mathrm{app}}=\frac{1-c}{c}\left[\frac{s(0)}{s(c)}-1\right],
\end{equation}
which is about 0.17 throughout column A and rises from 0.19 to 0.22 in column C, while the true ratio $q_d/(p_a+p_d)$ is 0.159 in all of them. A good fit of the Kisliuk form therefore does not show that the fitted constant equals that ratio.

\subsection{Other neglected effects}

\emph{Barrier error.} With the other barriers fixed, lowering the desorption barrier over filled dimers by 0.05 eV raises $K$ to 0.98, which is nearly Langmuir behaviour; raising it by 0.05 eV gives 0.023. At $c=0.9$ the ratio $s/s(0)$ is then 0.10 or 0.83 instead of 0.41.

\emph{Tunnelling.} Chemisorption of water breaks an O--H bond, and the proton may tunnel. As an estimate, take a symmetric Eckart barrier $V(x)=E_a/\cosh^2(x/L)$ of height $E_a=0.20$ eV, with $L$ set by a barrier frequency $\nu=3\times10^{13}$ Hz, a rough value. The Schr\"odinger equation for this barrier has the known transmission probability
\begin{equation}
\mathcal T(E)=\frac{\sinh^2 a}{\sinh^2 a+\cosh^2 b},\quad
a=\frac{2\pi\sqrt{EE_a}}{h\nu},\quad
b=\frac{\pi}{2}\sqrt{\frac{16E_a^2}{(h\nu)^2}-1}.
\end{equation}
The rate $k_a$ is multiplied by the thermal average $\int_0^\infty\mathcal T(E)\,e^{(E_a-E)/k_BT}dE/k_BT=2.8$. This lowers $K$ to 0.071. The true shape of the barrier is unknown, so the factor indicates a size and is not a correction to be applied.

\emph{Trapping.} If filled dimers trap 10\% less well than empty ones, $s$ at $c=0.5$ is multiplied by $1-0.1\times0.5\times0.98=0.951$.

\emph{Layer loss and crowding.} With a model barrier of 2.0 eV the chemisorbed layer desorbs at $2.5\times10^{-21}\,\mathrm{s^{-1}}$, which is negligible over the 904 s of filling. At $c=0.9$ there are $1.3\times10^{-12}$ precursors per dimer, so they do not meet.

\emph{Cooling.} The rates presume a precursor in thermal equilibrium with the surface. The mean stay on an empty dimer is 29 ps, and the hop barrier is $5.8\,k_BT$. A molecule that needs longer than this stay to cool makes its first hops hot; the effect has not been sized.

\subsection{Relation to the real surface, and use}

The model shares with real water on Si(001) its reaction on dimers and its saturation near one molecule per dimer. Its barriers are placeholders, and the sticking curve depends on them strongly. At fixed $K$ the contamination times scale as $1/s(0)$, and $s(0)=\alpha/(1+k_d/k_a)$ becomes small if the chemisorption barrier exceeds the desorption barrier over empty dimers by several $k_BT$. At fixed $s(0)$ the times depend less strongly than the sticking curve on the desorption barrier over filled dimers. For the two values $K=0.98$ and 0.023, with $s(0)$ unchanged, half filling takes about 555 s and 406 s instead of 427 s, and 90\% takes about 1830 s and 750 s instead of 904 s. A water pressure of $10^{-9}$ Torr is high for a well-baked growth chamber; within the model all times scale as $1/p$. Real dimers also break the assumption of isotropic hops. If all hops run along the rows, the sticking probability at $c=0.9$ is about 14\% below column A for a random layer. A layer grown by such hops is clustered along the rows, which lowers it further. A molecule that splits across two neighbouring dimers breaks the one-site assumption, and surface steps break the equivalence of the sites; neither effect has been sized.

A rule for keeping fewer than 1\% of the dimers blocked follows from the early-time limit $c\simeq Fs(0)t/N_s$: the product of water pressure and waiting time must stay below about $8\times10^{-9}$ Torr\,s. It holds for an initially clean surface, gas and surface at 300 K, and $s(0)$ near 0.9. It does not depend noticeably on $K$ for $K$ of order one or less, since the correction to $c$ is of relative size $Kc/2$.

For implementation, $K$ should be computed from the five rates and the curve from $(1-c)/[1-(1-K)c]$. Where coverages near saturation matter, or where hopping is confined to rows, the balance equations \eqref{balance}, solved for layers grown with the same hops, should replace the closed law. The complete set of values is given in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K, kT = 0.02585 eV
prefactor 1e+13 1/s, trapping alpha = 0.9
empty dimer barriers: adsorb 0.20, desorb 0.30, hop 0.15 eV
filled dimer barriers: desorb 0.25, hop 0.15 eV
k_a = 4.367e+09, k_d = 9.125e+07, k_m = 3.021e+10 1/s
k_d' = 6.312e+08, k_m' = 3.021e+10 1/s
p_a = 0.12597, p_d = 0.00263, p_m = 0.87140
q_d = 0.02047, q_m = 0.97953
K = 0.1592, s(0) = 0.8816
coverage where s = s(0)/2: 0.8627
c, s/s(0) Kisliuk, Langmuir, visits, precursor life (ns):
  0.00  1.0000  1.0000  7.78  0.224
  0.25  0.9496  0.7500  9.85  0.293
  0.50  0.8627  0.5000  13.42  0.411
  0.75  0.6768  0.2500  21.05  0.664
  0.90  0.4111  0.1000  31.97  1.025
water pressure 1e-09 Torr, mass 18 u
impingement rate F = 4.780e+11 1/(cm2 s)
Si cell edge 0.543 nm, dimers N = 3.392e+14 1/cm2
time to block 1 % of dimers: 8.1 s
time to block 50 % of dimers: 427.1 s
time to block 90 % of dimers: 904.0 s
T = 250 K: K = 0.1059, s(0) = 0.8914
T = 300 K: K = 0.1592, s(0) = 0.8816
T = 400 K: K = 0.2627, s(0) = 0.8531
ring of 8 sites, c = 0.5: K, mean s/s(0) with revisits, Kisliuk:
  0.25  0.7600  0.8000
  1.00  0.5000  0.5000
  2.00  0.3559  0.3333
dimer lattice 60 x 60, 12 layers, s/s(0):
c, Kisliuk, random layer, grown layer, random + row hops only:
  0.25  0.9496  0.9470  0.9465  0.9413
  0.50  0.8627  0.8551  0.8535  0.8358
  0.75  0.6768  0.6603  0.6546  0.6151
  0.90  0.4111  0.3906  0.3811  0.3367
largest standard error of these means: 0.0011
grown layer, c = 0.5: filled pairs / random = 1.0231
trapping 10 % weaker over filled, c = 0.5: s times 0.9510
tunnelling, barrier frequency 3e+13 Hz: k_a times 2.78
K with tunnelling: 0.0709
K if filled desorption barrier shifts -0.05 eV: 0.9821
K if filled desorption barrier shifts +0.05 eV: 0.0234
layer desorption, 2.0 eV barrier: 2.5e-21 1/s
precursors per dimer at c = 0.9: 1.3e-12
hop barrier / kT = 5.80
mean stay on one empty dimer: 28.8 ps
\end{verbatim}
